# Voltage Drop on a Leaky Crossbar Line with One or Two Drivers: verification in Python

```python
# Result under test: N cells each inject a constant current I into a line
# with resistance R per segment. The largest rise above the driver potential
# is I*R*N*(N+1)/2 with one driven end and, for even N, I*R*N*(N+2)/8 with
# two driven ends. One segment joins each driver to its nearest cell.
# The reference side solves Kirchhoff's current law at all nodes.
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.linalg import solve_banded, eigh_tridiagonal

N = 1024
I = 100e-9             # leakage per cell, A
R = 2.0                # line resistance per cell, ohm
HALF_BIAS = 1.0        # bias of a half-selected cell, V
V0 = 0.2               # voltage scale of the sinh leakage law, V
DRIVER = 1000.0        # resistance of each driver, ohm
EXTRA = 50e-6          # extra current of the selected cell, A
OFFSET = 10e-3         # potential difference between the drivers, V
T_ROOM, T_HOT = 298.0, 358.0       # K
E_ACT = 0.2            # activation energy of leakage, eV
TEMP_COEFF = 0.002     # relative rise of line resistance per K
PITCH, WIDTH, HEIGHT = 40e-9, 20e-9, 60e-9   # m
CAP_PER_LENGTH = 0.2e-9            # F/m
KAPPA = 1.4            # thermal conductivity of the surrounding oxide, W/(m K)


def leakage(rise, current, scale):
    """Cell current and its derivative with respect to the line rise."""
    if scale is None:
        return np.full_like(rise, current), np.zeros_like(rise)
    norm = current / np.sinh(HALF_BIAS / scale)
    x = (HALF_BIAS - rise) / scale
    return norm * np.sinh(x), -norm * np.cosh(x) / scale


def solve_line(n, both, current=I, res=R, scale=None, driver=0.0,
               offset=0.0, selected=None, extra=0.0):
    """Node potentials from Kirchhoff's current law, by Newton iteration."""
    g, g_end = 1 / res, 1 / (res + driver)
    diag = np.zeros(n)
    diag[:-1] += g
    diag[1:] += g
    diag[0] += g_end
    source = np.zeros(n)
    if both:
        diag[-1] += g_end
        source[-1] += g_end * offset
    if selected is not None:
        source[selected - 1] += extra
    u = np.zeros(n)
    for _ in range(50):
        cell, slope = leakage(u, current, scale)
        residual = diag * u - cell - source
        residual[:-1] -= g * u[1:]
        residual[1:] -= g * u[:-1]
        bands = np.zeros((3, n))
        bands[0, 1:] = -g
        bands[1] = diag - slope
        bands[2, :-1] = -g
        step = solve_banded((1, 1), bands, -residual)
        u = u + step
        if np.max(np.abs(step)) < 1e-9:
            return u
    raise RuntimeError("Newton iteration did not converge")


def close(a, b, tol=1e-8):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


# Profiles and maxima for the full line
k = np.arange(1, N + 1)
one = solve_line(N, False)
two = solve_line(N, True)
max_one = I * R * N * (N + 1) / 2
max_two = I * R * N * (N + 2) / 8
assert close(one, I * R * k * (2 * N + 1 - k) / 2)
assert close(two, I * R * k * (N + 1 - k) / 2)
assert close(one.max(), max_one) and np.argmax(one) == N - 1
assert close(two.max(), max_two)
assert close(two[N // 2 - 1:N // 2 + 1], two.max())
assert round(one.max() * 1e3) == 105 and round(two.max() * 1e3) == 26

# Both parities on short lines, in units of I*R
for n in range(2, 14):
    peak = solve_line(n, True, current=1.0, res=1.0).max()
    expected = n * (n + 2) / 8 if n % 2 == 0 else (n + 1) ** 2 / 8
    assert close(peak, expected)

# Current sharing, and the cut through the currentless middle segment
left_current = two[0] / R
middle_current = (two[N // 2] - two[N // 2 - 1]) / R
assert abs(left_current / (N * I / 2) - 1) < 1e-5
assert abs(middle_current) < 1e-3 * I
half_line = solve_line(N // 2, False)
assert close(half_line, two[:N // 2])

# Second driver directly on the last cell: that cell's node is fixed
direct = solve_line(N - 1, True).max()
assert close(direct, I * R * N**2 / 8)

# Driver resistance
drv_one = solve_line(N, False, driver=DRIVER).max()
drv_two = solve_line(N, True, driver=DRIVER).max()
assert close(drv_one, max_one + N * I * DRIVER)
assert close(drv_two, max_two + N * I * DRIVER / 2)

# Selected cell: formula at several positions, then the worst position
for s in (1, 200, N // 2, 900, N):
    a = solve_line(N, False, selected=s, extra=EXTRA)[s - 1]
    b = solve_line(N, True, selected=s, extra=EXTRA)[s - 1]
    assert close(a - one[s - 1], EXTRA * R * s)
    assert close(b - two[s - 1], EXTRA * R * s * (N + 1 - s) / (N + 1))
sel_one = solve_line(N, False, selected=N, extra=EXTRA).max()
sel_two = solve_line(N, True, selected=N // 2, extra=EXTRA).max()

# Driver offset; the continuous maximum may exceed the discrete one by I*R/8
off_two = solve_line(N, True, offset=OFFSET).max()
smooth = I * R * (N + 1) ** 2 / 8
off_formula = smooth + OFFSET / 2 + OFFSET**2 / (16 * smooth)
assert abs(off_two - off_formula) < I * R / 8 + 1e-8

# Bias-dependent leakage, checked by marching from the free end to the driver
non_one_profile = solve_line(N, False, scale=V0)
non_one = non_one_profile.max()
non_two = solve_line(N, True, scale=V0).max()
potential, line_current = non_one_profile[-1], 0.0
for _ in range(N):
    bias = HALF_BIAS - potential
    line_current += I * np.sinh(bias / V0) / np.sinh(HALF_BIAS / V0)
    potential -= R * line_current
assert abs(potential) < 1e-8
assert non_one < one.max() and non_two < two.max()

# Hot operation
hot_factor = np.exp(E_ACT * charge / boltzmann * (1 / T_ROOM - 1 / T_HOT))
hot_I = I * hot_factor
hot_R = R * (1 + TEMP_COEFF * (T_HOT - T_ROOM))
hot_one = solve_line(N, False, hot_I, hot_R).max()
hot_two = solve_line(N, True, hot_I, hot_R).max()
hot_non_one = solve_line(N, False, hot_I, hot_R, V0).max()
hot_non_two = solve_line(N, True, hot_I, hot_R, V0).max()

# Room-temperature combination of the three circuit effects
all_one = solve_line(N, False, scale=V0, driver=DRIVER,
                     selected=N, extra=EXTRA).max()
all_two = solve_line(N, True, scale=V0, driver=DRIVER,
                     selected=N // 2, extra=EXTRA).max()

# Slowest charging time from the eigenvalues of the line, ideal drivers
cap = CAP_PER_LENGTH * PITCH
off_diag = -np.ones(N - 1)
times = []
for both in (False, True):
    main = np.full(N, 2.0)
    if not both:
        main[-1] = 1.0
    lowest = eigh_tridiagonal(main, off_diag, eigvals_only=True,
                              select="i", select_range=(0, 0))[0]
    times.append(R * cap / lowest)
assert abs(times[0] / (R * cap * (2 * N / np.pi) ** 2) - 1) < 5e-3
assert abs(times[1] / (R * cap * (N / np.pi) ** 2) - 1) < 5e-3

# Wire loading
area = WIDTH * HEIGHT
resistivity = R * area / PITCH
density_one = one[0] / R / area
density_two = left_current / area
heat = ((one[0] / R) ** 2 * R + I * HALF_BIAS) / PITCH


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("cells N", N, "", 0)
show("leakage per cell", I * 1e9, "nA", 0)
show("resistance per cell", R, "ohm", 1)
show("I*R", I * R * 1e6, "uV", 2)
show("total leakage", N * I * 1e6, "uA", 1)
show("total line resistance", N * R, "ohm", 0)
show("max rise, one end", one.max() * 1e3, "mV", 2)
show("max rise, two ends", two.max() * 1e3, "mV", 2)
show("ratio of maxima", one.max() / two.max(), "", 4)
show("one end, rise at cell 512", one[511] * 1e3, "mV")
show("two ends, rise at cell 256", two[255] * 1e3, "mV")
show("two ends, current per driver", left_current * 1e6, "uA", 1)
show("one end, 512 cells only", half_line.max() * 1e3, "mV")
show("second driver on last cell", direct * 1e3, "mV")
show("half-select bias", HALF_BIAS, "V", 1)
show("driver resistance", DRIVER, "ohm", 0)
show("with driver resistance, one end", drv_one * 1e3, "mV")
show("with driver resistance, two ends", drv_two * 1e3, "mV")
show("ratio with driver resistance", drv_one / drv_two, "")
show("extra selected-cell current", EXTRA * 1e6, "uA", 0)
show("with selected cell, one end", sel_one * 1e3, "mV")
show("with selected cell, two ends", sel_two * 1e3, "mV")
show("driver offset", OFFSET * 1e3, "mV", 0)
show("with offset, two ends", off_two * 1e3, "mV")
show("leakage voltage scale V0", V0, "V", 1)
show("sinh leakage, one end", non_one * 1e3, "mV")
show("sinh leakage, two ends", non_two * 1e3, "mV")
show("room temperature", T_ROOM, "K", 0)
show("hot temperature", T_HOT, "K", 0)
show("activation energy", E_ACT, "eV", 1)
show("resistance rise per kelvin", TEMP_COEFF * 100, "%", 1)
show("hot leakage per cell", hot_I * 1e9, "nA", 0)
show("hot resistance per cell", hot_R, "ohm")
show("hot, constant leakage, one end", hot_one * 1e3, "mV", 1)
show("hot, constant leakage, two ends", hot_two * 1e3, "mV", 1)
show("hot, sinh leakage, one end", hot_non_one * 1e3, "mV", 1)
show("hot, sinh leakage, two ends", hot_non_two * 1e3, "mV", 1)
show("combined at 298 K, one end", all_one * 1e3, "mV", 1)
show("combined at 298 K, two ends", all_two * 1e3, "mV", 1)
show("largest crossing-line drop", I * N * R * 1e3, "mV", 2)
show("cell pitch", PITCH * 1e9, "nm", 0)
show("line width", WIDTH * 1e9, "nm", 0)
show("line height", HEIGHT * 1e9, "nm", 0)
show("implied resistivity", resistivity * 1e8, "uohm cm", 1)
show("peak current density, one end", density_one * 1e-10, "MA/cm2", 1)
show("peak current density, two ends", density_two * 1e-10, "MA/cm2", 1)
show("oxide thermal conductivity", KAPPA, "W/(m K)", 1)
show("self-heating scale, one end", heat / KAPPA, "K", 1)
show("line capacitance", CAP_PER_LENGTH * 1e9, "fF/um", 1)
show("charging time, one end", times[0] * 1e12, "ps", 1)
show("charging time, two ends", times[1] * 1e12, "ps", 1)
print("no test failed")
```

It prints:

```
cells N: 1024
leakage per cell: 100 nA
resistance per cell: 2.0 ohm
I*R: 0.20 uV
total leakage: 102.4 uA
total line resistance: 2048 ohm
max rise, one end: 104.96 mV
max rise, two ends: 26.27 mV
ratio of maxima: 3.9961
one end, rise at cell 512: 78.69 mV
two ends, rise at cell 256: 19.69 mV
two ends, current per driver: 51.2 uA
one end, 512 cells only: 26.27 mV
second driver on last cell: 26.21 mV
half-select bias: 1.0 V
driver resistance: 1000 ohm
with driver resistance, one end: 207.36 mV
with driver resistance, two ends: 77.47 mV
ratio with driver resistance: 2.68
extra selected-cell current: 50 uA
with selected cell, one end: 207.36 mV
with selected cell, two ends: 51.89 mV
driver offset: 10 mV
with offset, two ends: 31.50 mV
leakage voltage scale V0: 0.2 V
sinh leakage, one end: 76.38 mV
sinh leakage, two ends: 23.79 mV
room temperature: 298 K
hot temperature: 358 K
activation energy: 0.2 eV
resistance rise per kelvin: 0.2 %
hot leakage per cell: 369 nA
hot resistance per cell: 2.24 ohm
hot, constant leakage, one end: 433.6 mV
hot, constant leakage, two ends: 108.5 mV
hot, sinh leakage, one end: 193.8 mV
hot, sinh leakage, two ends: 78.3 mV
combined at 298 K, one end: 236.3 mV
combined at 298 K, two ends: 101.3 mV
largest crossing-line drop: 0.20 mV
cell pitch: 40 nm
line width: 20 nm
line height: 60 nm
implied resistivity: 6.0 uohm cm
peak current density, one end: 8.5 MA/cm2
peak current density, two ends: 4.3 MA/cm2
oxide thermal conductivity: 1.4 W/(m K)
self-heating scale, one end: 2.2 K
line capacitance: 0.2 fF/um
charging time, one end: 6.8 ps
charging time, two ends: 1.7 ps
no test failed
```
